\section*{Grain-boundary resistivity of a silicide film from the Mayadas–Shatzkes function}

\section*{Question}

I am stuck on an exercise about a polycrystalline metal film. The mean free path inside a grain is twice the grain size, $\lambda/D=2$, and the boundary reflection probability is given as $R=0.30$. I am to find the ratio of the film resistivity $\rho$ to the resistivity $\rho_0$ of the same material without grain boundaries, using the Mayadas--Shatzkes function
\begin{equation}
\frac{\rho_0}{\rho}=3\left[\frac13-\frac{\alpha}{2}+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right],
\qquad \alpha=\frac{\lambda}{D}\,\frac{R}{1-R}.
\label{eq:ask}
\end{equation}

I can insert the numbers, but I cannot derive the parameter. When I treat each boundary as a barrier that reflects electrons with probability $R$ at normal incidence, I get an $\alpha$ twice as large. I also don't see why $R/(1-R)$ appears instead of $R$. Is my factor of two a mistake, and how much does it matter for the answer?

\section*{Answer}

Your factor of two is right for a literal reflection probability. The $R$ in the customary definition of $\alpha$ is an effective parameter. I shall call it $R$, and write $R_n$ for the probability that one boundary reflects an electron at normal incidence. The derivation below supplies the relation between them.

\subsection*{The model}

The film has one spherical free-electron band at low temperature. Bulk scattering is isotropic, with relaxation time $\tau$. The boundaries are parallel planes normal to the current, which flows along $x$, and their mean spacing is $D$. Each plane is a barrier $S\delta(x)$, which reverses $k_x$ or leaves it alone and conserves the transverse wavevector. Boundaries parallel to the current are omitted: specular reflection from them conserves $k_x$ and so leaves the current unchanged. Intensities, not amplitudes, are added between boundaries, so interference is left out. Scattering at the film surfaces is left out too.

In the algebra $\hbar=m=e=1$. Then $v_F=k_F$ and $\lambda=k_F\tau$. Let $\mu=|k_x|/k_F$, which runs from 0 for grazing to 1 for normal incidence.

\subsection*{One barrier}

For $k=|k_x|$, the wave is $e^{ikx}+re^{-ikx}$ on the left and $te^{ikx}$ on the right. Continuity gives $1+r=t$. Integrating $-\tfrac12\psi''+S\delta(x)\psi=E\psi$ across the barrier gives a slope jump $2S\psi(0)$:
\begin{equation}
ikt-ik(1-r)=2St.
\end{equation}
With $r=t-1$ the left side is $2ik(t-1)$, so $t(ik-S)=ik$ and
\begin{equation}
t=\frac{1}{1+iS/k},\qquad
T_\mu=|t|^2=\frac{k^2}{k^2+S^2},\qquad
R_\mu=1-T_\mu=\frac{S^2}{k^2+S^2}.
\end{equation}
Dividing and setting $k=k_F\mu$,
\begin{equation}
\frac{R_\mu}{1-R_\mu}=\frac{S^2}{k_F^2\mu^2},
\qquad
\frac{R_n}{1-R_n}=\frac{S^2}{k_F^2}.
\label{eq:barrier}
\end{equation}
Electrons near grazing incidence are reflected most strongly, because their motion normal to the plane is slow.

\subsection*{Where $R/(1-R)$ and the factor of two come from}

Write the distribution as $f=f_0+(-\partial f_0/\partial E)\,g$, and let $F$ be the mean force on an electron, directed along $+x$. The linearized Boltzmann equation inside a grain is
\begin{equation}
v_x\frac{\partial g}{\partial x}+\frac{g-\bar g}{\tau}=Fv_x,
\label{eq:boltz}
\end{equation}
where $\bar g$ is the average of $g$ over directions. Charge near the boundaries makes the local force differ from $F$. The corresponding potential energy is the same for all directions, so it can be absorbed into $g$ without changing $g-\bar g$ or the current.

Take first a single pair of opposite directions with speed $v=v_F\mu$ along $x$, and distributions $g_+$ and $g_-$. Then $\bar g=(g_++g_-)/2$, and
\begin{align}
v g_+'+\frac{g_+-g_-}{2\tau}&=Fv,\\
-v g_-'+\frac{g_--g_+}{2\tau}&=-Fv.
\end{align}
Define $j=g_+-g_-$, proportional to the current, and $n=g_++g_-$, proportional to the density. Adding the equations gives $vj'=0$; subtracting them gives
\begin{equation}
n'=2F-\frac{j}{v\tau}.
\label{eq:slope}
\end{equation}

At a boundary, let superscripts $l$ and $r$ mark its left and right sides. The outgoing streams are
\begin{equation}
g_+^r=T_\mu g_+^l+R_\mu g_-^r,\qquad
g_-^l=R_\mu g_+^l+T_\mu g_-^r.
\end{equation}
Since $1-R_\mu=T_\mu$, both sides carry the current $j=T_\mu(g_+^l-g_-^r)$. The density drops by
\begin{align}
n^l-n^r
&=(1+R_\mu-T_\mu)g_+^l+(T_\mu-R_\mu-1)g_-^r\nonumber\\
&=2R_\mu(g_+^l-g_-^r)
=\frac{2R_\mu}{1-R_\mu}\,j.
\label{eq:jump}
\end{align}
The last step answers your second question. The incident imbalance is larger than the transmitted current by $1/T_\mu$, and expressing the drop through the current produces the denominator $1-R_\mu$.

The film is uniform on average and $F$ is the whole mean force, so $n$ has no net slope along the film. Its rise inside an average grain, $Dn'$, therefore balances one drop. Equations \eqref{eq:slope} and \eqref{eq:jump} then give
\begin{equation}
2F=\frac{j}{v\tau}+\frac{2}{D}\frac{R_\mu}{1-R_\mu}j,
\qquad
j=\frac{2Fv\tau}{1+\dfrac{2v\tau}{D}\dfrac{R_\mu}{1-R_\mu}}.
\end{equation}
Without boundaries $j=2Fv\tau$. The boundaries therefore replace $\tau$ by $\tau^*$, with
\begin{equation}
\frac{\tau}{\tau^*}=1+\frac{2\lambda\mu}{D}\frac{R_\mu}{1-R_\mu}.
\label{eq:tau}
\end{equation}
The 2 is physical. An isotropic collision removes an electron's average contribution to the current, whereas a reflection reverses it, which changes the current by twice that contribution.

In the full band, bulk collisions mix all directions through $\bar g$. The Mayadas--Shatzkes treatment spreads the boundary scattering evenly along $x$. The balance for a uniform state is then
\begin{equation}
Fv_x=\frac{g-\bar g}{\tau}
+\frac{|v_x|}{D}\frac{R_\mu}{1-R_\mu}\,[g(k_x)-g(-k_x)].
\end{equation}
Its solution is odd in $k_x$, so $\bar g=0$ and the square bracket is $2g$. This gives $g=Fv_x\tau^*$ with the $\tau^*$ of \eqref{eq:tau}. Inserting \eqref{eq:barrier},
\begin{equation}
\frac{\tau}{\tau^*}=1+\frac{\alpha}{\mu},\qquad
\alpha=\frac{2\lambda}{D}\frac{S^2}{k_F^2}
=\frac{2\lambda}{D}\frac{R_n}{1-R_n}.
\label{eq:alpha}
\end{equation}
One power of $\mu$ survives because slow normal motion makes encounters rarer, as $\mu$, but raises the ratio $R_\mu/(1-R_\mu)$, as $1/\mu^2$.

Comparing \eqref{eq:alpha} with the definition in \eqref{eq:ask},
\begin{equation}
\frac{R}{1-R}=\frac{2R_n}{1-R_n}
\quad\Longrightarrow\quad
R=\frac{2R_n}{1+R_n},\qquad R_n=\frac{R}{2-R}.
\label{eq:map}
\end{equation}
There is a simple reading of this. Two identical barriers in series, with intensities added, transmit
\begin{equation}
T_n^2(1+R_n^2+R_n^4+\cdots)=\frac{(1-R_n)^2}{1-R_n^2}=\frac{1-R_n}{1+R_n},
\end{equation}
and reflect the rest, $2R_n/(1+R_n)$. The customary $R$ is thus the normal-incidence reflection of two such barriers in series.

\subsection*{The average over the Fermi surface}

The conductivity, with a factor 2 for spin, is
\begin{equation}
\sigma=\frac{2}{(2\pi)^3}\int d^3k\,v_x^2\,\tau^*
\left(-\frac{\partial f_0}{\partial E}\right).
\end{equation}
Use $d^3k=2\pi k^2\,dk\,dc$, where $c=k_x/k$, and $k^2dk=k\,dE$. At low temperature the energy integral sets $k=k_F$. The two signs of $c$ contribute equally, so
\begin{equation}
\sigma=\frac{k_F^3\tau}{\pi^2}\int_0^1\frac{\mu^2}{1+\alpha/\mu}\,d\mu
=\frac{k_F^2\lambda}{\pi^2}\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu.
\end{equation}
For $\alpha=0$ the integral is $1/3$, hence $\sigma_0=k_F^2\lambda/(3\pi^2)$ and
\begin{equation}
\frac{\rho_0}{\rho}=\frac{\sigma}{\sigma_0}=M(\alpha)
=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu.
\label{eq:M}
\end{equation}
From $\mu^3+\alpha^3=(\mu+\alpha)(\mu^2-\alpha\mu+\alpha^2)$,
\begin{equation}
\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.
\end{equation}
The four terms integrate to $1/3$, $-\alpha/2$, $\alpha^2$ and $-\alpha^3\ln[(1+\alpha)/\alpha]$. This is the function in \eqref{eq:ask}.

\subsection*{The numbers}

With the customary reading, $R=0.30$ and $\lambda/D=2$ give
\begin{equation}
\alpha=2\times\frac{0.30}{0.70}=2\times0.42857=0.85714.
\end{equation}
The pieces of the bracket are $\alpha/2=0.42857$, $\alpha^2=0.73469$, and $\alpha^3\ln(1+1/\alpha)=0.48691$, where the logarithm is $0.77319$. Keep five decimals, since the terms partly cancel:
\begin{equation}
0.33333-0.42857+0.73469-0.48691\simeq0.1525,
\qquad M\simeq3\times0.1525=0.4575.
\end{equation}
Therefore
\begin{equation}
\boxed{\frac{\rho}{\rho_0}=\frac1M\simeq2.19}
\end{equation}
The boundaries slightly more than double the resistivity. By \eqref{eq:map}, this corresponds to a literal single-boundary probability $R_n=0.30/1.70\simeq0.176$.

If the exercise instead means $R_n=0.30$, then $\alpha=2\times0.85714=1.714$ and $\rho/\rho_0\simeq3.34$. The resistivity added by the boundaries rises from $1.19\rho_0$ to $2.34\rho_0$, so the definition matters a great deal. Since the exercise quotes \eqref{eq:ask}, its intended answer is 2.19.

To attach a scale, take round model parameters: a Fermi energy of 5 eV, $\lambda=100$~\AA\ and $D=50$~\AA. Then $k_F=1.146$~\AA$^{-1}$. Restoring units in \eqref{eq:barrier} and using $\hbar^2k_F/m=2E_F/k_F$, the barrier strength for $R_n=0.176$ is
\begin{equation}
S=\frac{2E_F}{k_F}\sqrt{\frac{R_n}{1-R_n}}
\simeq4.04\ \mathrm{eV\,\text{\AA}}.
\end{equation}
The bulk resistivity $\rho_0=3\pi^2\hbar/(e^2k_F^2\lambda)$ is $927\ \Omega\,$\AA, and the film resistivity is
\begin{equation}
\rho=2.185\times927\ \Omega\,\text{\AA}\simeq2025\ \Omega\,\text{\AA}
\simeq20.3\ \mu\Omega\,\mathrm{cm}.
\end{equation}
These values describe the model, not a particular metal.

\subsection*{Checking the answer against both limits}

For small $\alpha$, expand \eqref{eq:M} to first order:
\begin{equation}
M\simeq3\int_0^1(\mu^2-\alpha\mu)\,d\mu=1-\frac{3\alpha}{2},
\qquad \frac{\rho}{\rho_0}\simeq1+\frac{3\alpha}{2}.
\end{equation}
For large $\alpha$, expand $1/(\mu+\alpha)$ in powers of $\mu/\alpha$:
\begin{align}
M&\simeq3\int_0^1\left(\frac{\mu^3}{\alpha}-\frac{\mu^4}{\alpha^2}\right)d\mu
=\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}\right),\\
\frac{\rho}{\rho_0}&\simeq\frac{4\alpha}{3}\left(1+\frac{4}{5\alpha}\right)
=\frac{4\alpha}{3}+\frac{16}{15}.
\end{align}
At $\alpha=0.857$ these estimates give 2.29 and 2.21, which are 4.6\% and 1.1\% above the full value. Both come close because the slope of $\rho/\rho_0$ against $\alpha$ changes little, from $3/2$ at small $\alpha$ to $4/3$ at large $\alpha$.

The same near-linearity shows when the grain size is varied at fixed $\lambda$ and $R=0.30$. For $\lambda/D=0.5$, 1, 2 and 4, the formula gives enhancements of 1.31, 1.60, 2.19 and 3.34. The last value equals that for $R_n=0.30$ at $\lambda/D=2$, because the two cases have the same $\alpha$.

The weak limit also separates the boundaries from the bulk. The added resistivity is
\begin{equation}
\rho-\rho_0\simeq\frac{3}{2}\rho_0\frac{\lambda}{D}\frac{R}{1-R}
=\frac{9\pi^2}{2k_F^2D}\frac{R}{1-R},
\end{equation}
because $\rho_0\lambda=3\pi^2/k_F^2$. The mean free path has dropped out: to this order the formula assigns each boundary a fixed resistance, whatever the bulk scattering. The coefficient is accurate when $\alpha$ is small because reflection is weak. When $\alpha$ is small only because the grains are much larger than $\lambda$, spreading the boundaries evenly along $x$ overestimates the resistance that each one adds, by about 7\% for $R=0.30$.

\subsection*{How far to trust it}

Spreading the boundaries evenly along $x$ looks doubtful when $\lambda$ and $D$ are comparable. For an isolated pair of directions, \eqref{eq:tau} was derived with sharp boundaries and holds for any $D/\lambda$. The error therefore enters through the mixing of directions by $\bar g$, which varies within a grain.

Solving \eqref{eq:boltz} numerically with sharp, equally spaced boundaries measures this error. It gives $\rho/\rho_0=2.182$ for the customary reading and 3.333 for the literal one, against 2.185 and 3.337 from the formula. The differences are about 0.15\% and 0.12\% of the sharp-boundary values. These figures are for equal spacing; a spread of grain sizes about the same mean makes the averaging error larger. At fixed $\alpha$, the computed conductivity from the formula is lower than the sharp-boundary value by about 0.4\% at $D/\lambda=1$; at $D/\lambda=0.1$ the difference has fallen to about 0.01\%, and it keeps growing as $D/\lambda$ is raised above 1.

The other assumptions are more serious for a real film. Here $k_FD\simeq57$, so a change in grain size of only about 2\%, roughly 1~\AA, shifts the round-trip phase $2k_FD$, which governs interference between neighbouring boundaries, by about 2.3 radians at normal incidence. Irregular grains thus spoil a regular interference pattern, but coherent multiple scattering from fixed boundaries can remain, and this model leaves it out. Rough boundaries that change the transverse wavevector violate \eqref{eq:tau}, and boundaries parallel to the current then matter as well. A metal with several anisotropic bands has no single $k_F$ or $\lambda$. In such cases a fitted $R$ can mix these effects with boundary reflection, and \eqref{eq:map} cannot be relied on to turn it into the reflection probability of a boundary.

The numerical output below lists the values with more digits.

\section*{Computed values}
\begin{verbatim}
Fermi energy: 5.00 eV
Fermi wavenumber: 1.1456 1/angstrom
mean free path: 100.0 angstrom
grain size: 50.0 angstrom
mfp/D: 2.000 (dimensionless)
k_F D: 57.28 (dimensionless)
customary R: 0.300 (dimensionless)
R/(1-R): 0.42857 (dimensionless)
alpha: 0.85714 (dimensionless)
alpha/2: 0.42857 (dimensionless)
alpha^2: 0.73469 (dimensionless)
log(1+1/alpha): 0.77319 (dimensionless)
alpha^3 log: 0.48691 (dimensionless)
bracket: 0.15255 (dimensionless)
M = sigma/sigma0: 0.45765 (dimensionless)
enhancement rho/rho0: 2.1851 (dimensionless)
weak estimate: 2.2857 (dimensionless)
strong estimate: 2.2095 (dimensionless)
equivalent literal Rn: 0.17647 (dimensionless)
Rn from wave propagation: 0.17650 (dimensionless)
barrier strength: 4.0409 eV angstrom
bulk resistivity: 926.89 ohm angstrom
film resistivity: 2025.34 ohm angstrom
film resistivity converted: 20.253 microohm cm
alpha if Rn=0.30: 1.71429 (dimensionless)
enhancement if Rn=0.30: 3.3371 (dimensionless)
discrete result, customary R: 2.1819 (dimensionless)
discrete result, literal Rn: 3.3330 (dimensionless)
D/mfp=1.0: M/discrete sigma ratio - 1 = -0.3714 percent
D/mfp=0.5: M/discrete sigma ratio - 1 = -0.1475 percent
D/mfp=0.1: M/discrete sigma ratio - 1 = -0.0100 percent
mfp/D=0.5: alpha=0.2143, rho/rho0=1.3070 (dimensionless)
mfp/D=1.0: alpha=0.4286, rho/rho0=1.6030 (dimensionless)
mfp/D=2.0: alpha=0.8571, rho/rho0=2.1851 (dimensionless)
mfp/D=4.0: alpha=1.7143, rho/rho0=3.3371 (dimensionless)
\end{verbatim}
